# Two-Photon Interference Visibility of an Emitter with Markovian Dephasing

## Question

A single colour centre is excited by a pulse much shorter than any other time in the problem and returns to its ground state by emitting one photon. Its excited-state population decays with lifetime $T_1=1$ µs, and its optical dipole decays with coherence time $T_2=0.5$ µs. Both decays are exponential. Two such photons meet at a lossless 50:50 beam splitter with equal arrival times, mean frequencies and spatial modes. One detector watches each output, and coincidences are counted whatever the delay between the clicks.

Pure dephasing comes from white, Gaussian noise in the transition frequency, independent for the two photons. The visibility compares the coincidence probabilities for equal and for orthogonal polarizations:
$$V=1-\frac{P_{\rm same}}{P_{\rm orth}} .$$

**(a)** Find the population decay rate and the pure dephasing rate. What restriction links $T_1$ and $T_2$?

**(b)** Derive the temporal density matrix of one photon.

**(c)** Express $P_{\rm same}$, $P_{\rm orth}$ and $V$ through the density matrices of the two photons.

**(d)** Evaluate $V$, first in symbols and then for the given times.

**(e)** Relate $V$ to the emission linewidth.

**(f)** How does $V$ change if the photons have a fixed frequency difference $\delta$? How does it change if, at $\delta=0$, only clicks separated by less than $W=0.1$ µs are accepted?

**(g)** Replace the white noise by frequency offsets that stay constant during each emission, are Gaussian and independent for the two photons, and give the same $1/e$ time of the mean dipole. Is $V$ unchanged? What happens if both photons suffer the same noise?

**(h)** The given lifetime is close to that of the T centre in silicon. Assess which neglected effects matter for such an emitter, and what a shorter radiative lifetime would do.

## Model answers

### (a) Rates

In the algebra $\hbar=1$, so energies and angular frequencies are the same quantity. The coherence time is defined here as the $1/e$ time of the dipole *amplitude*. Let $\Gamma$ be the population decay rate and $\gamma$ the pure dephasing rate.

The population falls as $e^{-\Gamma t}$, so $\Gamma=1/T_1$. An amplitude falls at half the rate of the corresponding probability, so spontaneous emission contributes $\Gamma/2$ to the dipole decay. Frequency noise adds $\gamma$:
$$\frac1{T_2}=\frac{\Gamma}{2}+\gamma,\qquad \gamma=\frac1{T_2}-\frac1{2T_1}.$$

For the given times,
$$\Gamma=1\ \text{µs}^{-1},\qquad \gamma=2-0.5=1.5\ \text{µs}^{-1}.$$

Since $\gamma$ cannot be negative, $T_2\le 2T_1$. Equality means that spontaneous emission is the sole source of dipole decay. The present emitter is far from that limit, which would be $T_2=2$ µs.

### (b) The photon as a mixed state

In a frame rotating at the mean optical frequency, one emission event produces the wave packet
$$f(t)=\sqrt{\Gamma}\,e^{-\Gamma t/2}e^{-i\phi(t)},\qquad t\ge0 .$$
It is normalized, because $\int_0^\infty\Gamma e^{-\Gamma t}dt=1$. The phase is the accumulated frequency noise, $\dot\phi=\xi(t)$, with zero mean and
$$\langle\xi(t)\xi(t')\rangle=2\gamma\,\delta(t-t').$$

The phase difference $X=\phi(t)-\phi(t')$ is an integral of Gaussian noise and is itself Gaussian. For $t>t'$ its variance is
$$\langle X^2\rangle=\int_{t'}^{t}\!du\int_{t'}^{t}\!dv\;2\gamma\,\delta(u-v)=2\gamma(t-t').$$
For either time order the variance is $2\gamma|t-t'|$. A Gaussian variable of zero mean obeys $\langle e^{-iX}\rangle=e^{-\langle X^2\rangle/2}$, so
$$\langle e^{-i[\phi(t)-\phi(t')]}\rangle=e^{-\gamma|t-t'|}.$$

The density matrix $\rho(t,t')=\langle f(t)f^*(t')\rangle$ is therefore
$$\rho(t,t')=\Gamma\,e^{-\Gamma(t+t')/2}\,e^{-\gamma|t-t'|}.$$

Each event yields a pure wave packet. The mixture arises because the phase path differs from event to event and is not recorded. The diagonal $\rho(t,t)=\Gamma e^{-\Gamma t}$ contains no $\gamma$: pure dephasing leaves the distribution of detection times unchanged and damps the coherence between different times.

### (c) The beam splitter

Let $a(t)$ and $b(t)$ annihilate a photon at time $t$ in the two inputs. The outputs are
$$c=\frac{a+b}{\sqrt2},\qquad d=\frac{a-b}{\sqrt2},$$
where the minus sign is required by unitarity. Let the photons have wave packets $f$ in input $a$ and $g$ in input $b$. The amplitude for a click in $c$ at $t$ and in $d$ at $t'$ is
$$A(t,t')=\tfrac12\langle0|[a(t')-b(t')][a(t)+b(t)]|f,g\rangle .$$
Terms with two $a$ or two $b$ operators vanish, since each input holds one photon. The other two give
$$A(t,t')=\tfrac12\,[\,f(t')g(t)-g(t')f(t)\,].$$

The coincidence probability is the integral of $|A|^2$ over both times. Each squared term integrates to 1, and the cross term factorizes:
$$\begin{aligned}
P&=\tfrac14\Big[1+1-2\,{\rm Re}\!\int\! f(t')g^*(t')dt'\int\! g(t)f^*(t)dt\Big]\\
&=\tfrac12\Big[1-\Big|\int f^*(t)g(t)\,dt\Big|^2\Big].
\end{aligned}$$

This must be averaged over the noise. Because the two phase paths are independent, the average of the product splits:
$$\begin{aligned}
\Big\langle\Big|\int f^*g\,dt\Big|^2\Big\rangle
&=\iint\langle f(t')f^*(t)\rangle\langle g(t)g^*(t')\rangle\,dt\,dt'\\
&=\iint\rho_1(t',t)\rho_2(t,t')\,dt\,dt'={\rm Tr}\,\rho_1\rho_2 .
\end{aligned}$$
Hence $P_{\rm same}=\tfrac12(1-{\rm Tr}\,\rho_1\rho_2)$.

For orthogonal polarizations the two alternatives leave different polarizations at the detectors. They are distinguishable, the cross term is absent, and $P_{\rm orth}=\tfrac14(1+1)=\tfrac12$. The definition of $V$ then gives
$$V={\rm Tr}\,\rho_1\rho_2 .$$
For identically prepared photons this is the purity ${\rm Tr}\,\rho^2$.

### (d) The visibility

The density matrix of part (b) is real and symmetric, so
$$V=\Gamma^2\int_0^\infty\!\!dt\int_0^\infty\!\!dt'\;e^{-\Gamma(t+t')}e^{-2\gamma|t-t'|}.$$
The regions $t>t'$ and $t<t'$ contribute equally. In the first, set $t'=s$ and $t=s+\tau$ with $s,\tau\ge0$. The Jacobian is 1 and $t+t'=2s+\tau$, so
$$\begin{aligned}
V&=2\Gamma^2\int_0^\infty e^{-2\Gamma s}ds\int_0^\infty e^{-(\Gamma+2\gamma)\tau}d\tau\\
&=2\Gamma^2\,\frac1{2\Gamma}\,\frac1{\Gamma+2\gamma}=\frac{\Gamma}{\Gamma+2\gamma}.
\end{aligned}$$
From part (a), $\Gamma+2\gamma=2/T_2$. Thus
$$V=\frac{T_2}{2T_1}.$$

For the given emitter,
$$V=\frac{0.5}{2\times1}=\frac{1}{1+3}=0.25,$$
or **25 percent**. The coincidence probabilities are $P_{\rm same}=(1-0.25)/2=0.375$ and $P_{\rm orth}=0.5$.

Two independent calculations test the result. A master equation for both emitters, with the output-port operators applied at each click, gives 0.250000. Averaging the squared overlap of 6000 pairs of simulated wave packets with $\Gamma=1$ and $\gamma=1.5$ µs$^{-1}$ gives $0.2498\pm0.0021$, where the uncertainty is one standard error.

The limits are as expected. For $\gamma=0$, $T_2=2T_1$ and $V=1$. For $\gamma\gg\Gamma$, $V\simeq\Gamma/2\gamma$, which tends to zero.

Two conventions affect the number. If 0.5 µs were the $1/e$ time of the *squared* dipole amplitude, the amplitude time would be 1 µs and the visibility 0.5. And the contrast $(P_{\rm orth}-P_{\rm same})/(P_{\rm orth}+P_{\rm same})=0.125/0.875=0.143$ describes the same data by a different measure.

### (e) Linewidth

The spectrum is the Fourier transform of the photon's coherence, integrated over emission time. For $\tau\ge0$,
$$\int_0^\infty\rho(s+\tau,s)\,ds=\Gamma e^{-(\Gamma/2+\gamma)\tau}\int_0^\infty e^{-\Gamma s}ds=e^{-\tau/T_2}.$$
With $\omega$ measured from the line centre,
$$S(\omega)\propto{\rm Re}\int_0^\infty e^{i\omega\tau-\tau/T_2}d\tau=\frac{1/T_2}{1/T_2^2+\omega^2}.$$
This Lorentzian reaches half its maximum at $\omega=\pm1/T_2$, so its full width is $2/T_2$. Without pure dephasing the width would be $\Gamma=1/T_1$. Therefore
$$V=\frac{1/T_1}{2/T_2}=\frac{\text{lifetime-limited width}}{\text{homogeneous width}} .$$

Restoring $\hbar$, the two widths are $6.58\times10^{-10}$ eV and $2.63\times10^{-9}$ eV, in the ratio 1:4. The relation rests on the exponential decay of the coherence, which makes the line Lorentzian, and on independent noise for the two photons. A width that includes slow Gaussian drift of the line cannot be inserted: for the static offsets of part (g) the ratio of the widths is 0.16, but $V=0.29$.

### (f) Detuning and time gating

A frequency difference $\delta$ multiplies one density matrix by $e^{-i\delta(t-t')}$. Adding the two time orders turns this factor into $\cos\delta\tau$ in the $\tau$ integral. With $\kappa=2/T_2$,
$$V(\delta)=\Gamma\int_0^\infty e^{-\kappa\tau}\cos(\delta\tau)\,d\tau=\frac{\Gamma\kappa}{\kappa^2+\delta^2}=\frac{V}{1+(\delta T_2/2)^2}.$$
The visibility halves at $\delta=2/T_2$, an energy difference of $2.63\times10^{-9}$ eV. This equals the homogeneous linewidth: two Lorentzians one full width apart have half their maximum overlap.

For the gate, restrict the integrals of part (c) to $|t-t'|<W$. The orthogonal case becomes
$$P_{\rm orth}(W)=\tfrac12\,2\Gamma^2\int_0^\infty e^{-2\Gamma s}ds\int_0^W e^{-\Gamma\tau}d\tau=\tfrac12(1-e^{-W/T_1}).$$
The interference term, $P_{\rm orth}(W)-P_{\rm same}(W)$, is
$$\tfrac12\,2\Gamma^2\int_0^\infty e^{-2\Gamma s}ds\int_0^W e^{-\kappa\tau}d\tau=\tfrac12V(1-e^{-2W/T_2}).$$
Their ratio is the gated visibility:
$$V(W)=V\,\frac{1-e^{-2W/T_2}}{1-e^{-W/T_1}} .$$

For $W=0.1$ µs,
$$V(W)=0.25\,\frac{1-e^{-0.4}}{1-e^{-0.1}}=0.866 .$$
The gate keeps a fraction $1-e^{-0.1}=0.095$ of the coincidences for orthogonal polarizations, and a smaller fraction, 0.017, for equal ones. As $W\to0$ the ratio of exponents gives $V(W)\to V(2/T_2)T_1=1$: clicks that are nearly simultaneous leave the phases no time to diffuse apart. Gating selects favourable pairs. It does not make the emitted photons purer.

### (g) Slow noise and shared noise

Let each photon have a constant frequency offset of standard deviation $\sigma$. The mean dipole is then $\exp[-t/(2T_1)-\sigma^2t^2/2]$. Requiring the value $1/e$ at $t=T_2$ gives
$$\frac{T_2}{2T_1}+\frac{\sigma^2T_2^2}{2}=1,\qquad
\sigma^2=\frac{2(1-0.25)}{0.25}\ \text{µs}^{-2}=6\ \text{µs}^{-2}.$$

The difference $\delta$ of two independent offsets has variance $2\sigma^2$, so $\langle\cos\delta\tau\rangle=e^{-\sigma^2\tau^2}$. With no white noise, $\kappa$ in part (f) is replaced by $\Gamma$, and
$$V_{\rm static}=\Gamma\int_0^\infty e^{-\Gamma\tau-\sigma^2\tau^2}d\tau=0.29 .$$

The visibility has changed although $T_1$ and the $1/e$ time have not. To see why, measure $\tau$ in µs and compare the integrands: $e^{-4\tau}$ for white noise, $e^{-\tau-6\tau^2}$ for static offsets. They cross where $4\tau=\tau+6\tau^2$, at $\tau=0.5$. Before the crossing the static integrand is larger, afterwards smaller, and the integrals show that the early gain outweighs the late loss. The word "white" is thus a necessary part of the question: a single $1/e$ time does not fix the overlap.

If both photons undergo the *same* phase path, $\phi$ cancels in $f^*g$. The overlap is $\int_0^\infty\Gamma e^{-\Gamma t}dt=1$ and $V=1$, for white and slow noise alike. Interference is sensitive to differences between the photons, not to their common wandering.

This distinction matters for two photons emitted in succession by one centre. White noise has no memory, so their phase paths are independent and $V=0.25$ stands. An offset that changes by much less than $\Gamma$ between the emissions is in effect common to both and largely cancels. For separate emitters, or for emissions far apart in time, it does not cancel.

### (h) A silicon colour centre

The T centre has a zero-phonon line near 0.94 eV (about 1.3 µm) and a lifetime near 1 µs; these are rough values. The coherence time of 0.5 µs is the question's choice, not a measured property of a device. The estimates below start from $V=0.25$ and change one effect at a time, keeping $T_1$ and $\gamma$ fixed unless stated.

**Slow spectral diffusion.** Let the line of each photon wander independently with a Gaussian full width $w$. Its standard deviation is $\sigma=w/(2\sqrt{2\ln2})$, and
$$V=\Gamma\int_0^\infty e^{-2\tau/T_2-\sigma^2\tau^2}d\tau .$$
For $\sigma\gg2/T_2$ the Gaussian cuts off the integral before the exponential has changed much, so
$$V\simeq\frac{\Gamma\sqrt\pi}{2\sigma}=\sqrt{2\pi\ln2}\;\frac{\Gamma}{w} .$$

Widths of order $10^{-7}$ eV in good bulk material and a few $10^{-6}$ eV in nanostructures are rough guides. The full integral gives $V=0.013$ for $w=10^{-7}$ eV and $3.4\times10^{-4}$ for $w=4\times10^{-6}$ eV. A width of $1.6\times10^{-9}$ eV already lowers $V$ by a tenth of its value. For photons from separate centres, neglecting slow diffusion can therefore be a serious error. At $w=4\times10^{-6}$ eV it lowers $V$ more than any other effect estimated below; at $10^{-7}$ eV the loss is similar to that from an unfiltered phonon sideband.

**Phonon sideband.** Take a rough zero-phonon fraction of 0.2 and a sideband about 0.03 eV wide. The sideband is so much broader than the zero-phonon line that pairs containing a sideband photon have negligible overlap. Without a filter, both photons lie in the zero-phonon line with probability $0.2^2=0.04$, and $V=0.04\times0.25=0.01$. An ideal filter restores 0.25 but passes 4 percent of the pairs.

**Temperature.** A second excited level lies roughly $\Delta=1.8\times10^{-3}$ eV above the emitting one. Phonon absorption transfers population upward at the rate
$$W_\uparrow=\frac{1}{\tau_{\rm ph}}\,\frac{1}{e^{\Delta/k_BT}-1},$$
where $\tau_{\rm ph}$ is the phonon relaxation time, assumed here to be $10^{-3}$ µs. Each jump ends the phase memory and adds $W_\uparrow/2$ to the dipole decay rate. Return is fast, so the lifetime hardly changes, and
$$V\simeq\frac{\Gamma}{\Gamma+2\gamma+W_\uparrow}.$$

At 1.5 K, $W_\uparrow=9.0\times10^{-4}$ µs$^{-1}$ and the visibility stays at 0.25. At 4 K, $W_\uparrow=5.4$ µs$^{-1}$ and $V\simeq1/(1+3+5.4)=0.11$. The 4 K value depends directly on the assumed $\tau_{\rm ph}$, which is illustrative and probably too long for the T centre, whose thermal line broadening suggests tens of picoseconds. With $\tau_{\rm ph}=4\times10^{-5}$ µs the same formula gives $W_\uparrow=136$ µs$^{-1}$ and $V\simeq0.007$ at 4 K, and 0.249 at 1.5 K. If $T_2$ has been measured at the operating temperature, this dephasing is already in it and must not be added again.

**Extra photons.** Let each source deliver a mean number $\mu$ of photons per pulse, with second-order correlation $g_2$. The expected number of photon pairs within one source is $g_2\mu^2/2$, hence $g_2\mu^2$ for both sources, and half of these split at the beam splitter. At low detection efficiency the coincidence probability is proportional to the mean number of split pairs, so it is enough to count pairs. There are $\mu^2$ cross pairs, which split with probability $(1-V)/2$ or $1/2$. If the extra photons have the same overlap $V$ with the other source, the measured visibility is
$$1-\frac{g_2+1-V}{g_2+1}=\frac{V}{1+g_2}.$$
For $g_2=0.05$ this is 0.238.

**Unequal splitting.** With transmission $T$ and reflection $R=1-T$, the two terms of $A$ acquire weights $R$ and $T$. Then $P_{\rm orth}=R^2+T^2$ and the interference term is $2RTV$, so $V$ is multiplied by $2RT/(R^2+T^2)$. A 55:45 splitter gives $0.25\times0.495/0.505=0.245$.

**A shorter lifetime.** An optical cavity can raise the radiative decay rate. If $\gamma$ stays at 1.5 µs$^{-1}$ and excitation remains prompt, solving $V=\Gamma/(\Gamma+2\gamma)$ for the rate gives
$$\Gamma=2\gamma\frac{V}{1-V}.$$
A visibility of 0.9 then needs $\Gamma=3\times9=27$ µs$^{-1}$, a decay 27 times faster. A narrow cavity enhances the zero-phonon channel alone. With a zero-phonon fraction of 0.2 and purely radiative decay, an enhancement $F$ of that channel must satisfy $0.8+0.2F=27$, so $F\approx130$; nonradiative decay would raise this further. The coherence time *falls* to $1/(13.5+1.5)=0.067$ µs while the visibility rises. For white noise, what counts is the ratio $T_2/2T_1$, not the coherence time alone.

Slow diffusion sets a further condition for photons from separate centres: the decay rate must also be large compared with the spread of the line. With $w=10^{-7}$ eV, the integral given above for slow diffusion yields only $V=0.29$ at $\Gamma=27$ µs$^{-1}$. A shorter lifetime still helps, but the line must be stabilized as well, or the decay made faster still: at this $w$, $V=0.9$ needs $\Gamma\approx260$ µs$^{-1}$.

The numerical output that follows lists the main values; the estimates for a shorter lifetime are not part of it.

## Computed results

```
population lifetime T1 = 1.00 us
optical coherence time T2 = 0.50 us
decay rate = 1.000 1/us
pure dephasing rate = 1.500 1/us
visibility, formula = 0.2500 = 25.0 percent
visibility, master equation = 0.250000
visibility, random phases = 0.2498 +- 0.0021
coincidence probability, equal polarization = 0.3750
coincidence probability, orthogonal = 0.5000
fringe-type contrast (other definition) = 0.1429
lifetime-limited linewidth (FWHM) = 6.582e-10 eV
homogeneous linewidth (FWHM) = 2.633e-09 eV
rough photon energy = 0.94 eV
corresponding vacuum wavelength = 1319 nm
visibility, noise common to both photons = 1.0000
visibility, static Gaussian noise, same T2 = 0.2915
detuning that halves the visibility = 2.633e-09 eV
time gate on click separation = 0.10 us
visibility with gate = 0.8661
fraction of pairs kept by gate = 0.0952
Neglected effects, each taken alone:
slow diffusion FWHM 1.0e-07 eV: V = 1.33e-02
slow diffusion FWHM 4.0e-06 eV: V = 3.43e-04
slow FWHM that lowers V by a tenth = 1.61e-09 eV
zero-phonon fraction (rough) = 0.20
sideband width (rough) = 0.03 eV
visibility with unfiltered sideband = 0.0100
upper-level splitting (rough) = 1.8e-03 eV
phonon relaxation time (assumed) = 1.0e-03 us
at 1.5 K: upward rate = 8.96e-04 1/us, V = 0.2499
at 4.0 K: upward rate = 5.43e+00 1/us, V = 0.1055
multiphoton g2(0) = 0.05: V = 0.2381
beam splitter transmission 0.55: V = 0.2450
```
